# Exponential Decay of the One-Dimensional Free-Electron Density Matrix at Low Temperature

Consider free electrons on a line with Fermi wave number $10\ \mathrm{nm^{-1}}$ at 300 K. The thermal energy is 0.0259 eV and the chemical potential is 3.81 eV, a ratio of 0.7 per cent. One might expect temperature to matter at about that level. Yet the density matrix between two points 40 nm apart is $-8.19\times10^{-4}\ \mathrm{nm^{-1}}$, while at zero temperature, with the same Fermi wave number, it is $-6.77\times10^{-3}\ \mathrm{nm^{-1}}$. The small thermal energy has reduced it by a factor of 8.3. At 5 nm the reduction is only 4 per cent. The explanation lies in the poles of the Fermi function at complex wave number.

## Setting and theorem

The electrons do not interact and feel no potential. Their states on a line of length $L$ are plane waves $e^{ikx}/\sqrt L$ with energy $E=\hbar^2k^2/2m$. The density matrix is the sum of $\psi_k(x_1)\psi_k^*(x_2)$ over states, weighted by occupation. For $L\to\infty$ the sum over $k$ becomes $L\int dk/2\pi$, and the result depends only on $x=x_1-x_2$. For one spin direction,

$$\rho(x)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,f(k)\,e^{ikx},\qquad f(k)=\frac{1}{e^{(E-\mu)/k_BT}+1}.$$

Since $f$ is even in $k$, $\rho$ is real and even, and it suffices to take $x>0$. The chemical potential $\mu>0$ is held fixed until the section on fixed density. Define

$$k_F=\frac{\sqrt{2m\mu}}{\hbar},\quad t=\frac{\pi k_BT}{\mu},\quad a=\frac{mk_BT}{\hbar^2},\quad \kappa=\frac{\pi mk_BT}{\hbar^2k_F}.$$

Two relations follow at once: $\kappa=\pi a/k_F$, and, because $\mu=\hbar^2k_F^2/2m$, $\kappa=k_Ft/2$.

**Theorem.** Let $T>0$, $x>0$, and let $k_n=q_n+i\kappa_n$, $n=0,1,2,\dots$, be the root with $q_n,\kappa_n>0$ of

$$k_n^2=k_F^2\,[1+i(2n+1)t].$$

(a) The density matrix is $\displaystyle \rho(x)=2a\sum_{n=0}^{\infty}\mathrm{Im}\,\frac{e^{ik_nx}}{k_n}.$

(b) As $x\to\infty$, with $k_0=|k_0|e^{i\varphi_0}$,

$$\rho(x)=\frac{2a}{|k_0|}\,e^{-\kappa_0x}\sin(q_0x-\varphi_0)+O(e^{-\kappa_1x}),\qquad \kappa_1>\kappa_0 .$$

(c) At low temperature, $\kappa_0=\kappa\,[1-t^2/8+O(t^4)]$.

(d) If $t\to0$ with $y=\kappa x$ held fixed, then $\displaystyle\frac{\rho(x)}{\kappa}-\frac{\sin k_Fx}{\pi\sinh y}\to0.$

The rate $\pi mk_BT/(\hbar^2k_F)$ is therefore the leading low-temperature form of the decay rate $\kappa_0$. It belongs to the envelope, since $\rho$ itself oscillates through zero.

## Lemma 1: poles and residues

*In the upper half plane $f$ has simple poles at $k_n$ and $-k_n^*$, with residues $-a/k_n$ and $+a/k_n^*$.*

*Proof.* Put $w=(E-\mu)/k_BT$. The denominator $e^w+1$ vanishes when $w=\pm i\pi s$, with $s=2n+1$ a positive odd integer. Then $E=\mu\pm i\pi sk_BT$, or

$$k^2=k_F^2(1\pm ist).$$

The upper sign has the roots $\pm k_n$, the lower sign $\pm k_n^*$. Of these four, $k_n$ and $-k_n^*$ have positive imaginary part.

Near a zero $w_p$ of the denominator, $e^w=e^{w_p}e^{w-w_p}=-e^{w-w_p}$, so $1+e^w\approx-(w-w_p)$. Near the corresponding pole $p$ in the $k$ plane,

$$w-w_p\approx\frac{\hbar^2p}{mk_BT}(k-p)=\frac{p}{a}(k-p).$$

Hence $f\approx-(a/p)/(k-p)$, and the residue is $-a/p$. Setting $p=k_n$ and $p=-k_n^*$ gives the two values. ∎

The imaginary parts follow from $k_n^2=q_n^2-\kappa_n^2+2iq_n\kappa_n$. The real part of the pole equation is $q_n^2-\kappa_n^2=k_F^2$, and the modulus is $q_n^2+\kappa_n^2=k_F^2\sqrt{1+s^2t^2}$. Subtracting,

$$\kappa_n^2=\frac{k_F^2}{2}\left(\sqrt{1+s^2t^2}-1\right).$$

This increases with $n$, so $k_0$ and $-k_0^*$ lie nearest to the real axis. For large $n$, $\kappa_n$ grows as $\sqrt n$.

In the example, $k_0=10.0006+0.1066\,i$ and $k_1=10.0051+0.3196\,i$, both in $\mathrm{nm^{-1}}$. The imaginary parts are close to the ratio 1 : 3.

## Lemma 2: the closing arc contributes nothing

The contour is closed by a semicircle in the upper half plane, where $|e^{ikx}|=e^{-x\,\mathrm{Im}\,k}$ is small. Some care is needed, because $f$ does not tend to zero there: where $\mathrm{Re}\,k^2$ is large and negative, $f\to1$. The arc must also avoid the infinite chain of poles.

*Let $R_N^2=k_F^2\sqrt{1+(2Nt)^2}$ with integer $N$. The integral of $f(k)e^{ikx}$ over the semicircle $k=R_Ne^{i\theta}$, $0\le\theta\le\pi$, tends to zero as $N\to\infty$.*

*Proof.* Write $w=u+iv$ and $b=\mu/k_BT$. Since $E/k_BT=b\,k^2/k_F^2$ and $bt=\pi$, the arc is described by

$$w+b=B_Ne^{2i\theta},\qquad B_N=\sqrt{b^2+(2\pi N)^2}.$$

First, $f$ is bounded on the arcs. If $|u|\ge1$, then $|1+e^w|\ge|e^u-1|\ge1-e^{-1}$, so $|f|<1.6$. If $|u|<1$, the equation $(u+b)^2+v^2=b^2+(2\pi N)^2$ gives

$$v^2-(2\pi N)^2=-2bu-u^2,\qquad \big||v|-2\pi N\big|\le\frac{2b+1}{2\pi N}.$$

For $N$ large enough the right side is below $\pi/3$. Then $\cos v>0$, so $|1+e^w|\ge1+e^u\cos v\ge1$ and $|f|\le1$. In the variable $w$, the arc crosses the line of poles $u=0$ at $v=\pm2\pi N$, midway between two of them.

Now divide the arc. For $\pi/8\le\theta\le7\pi/8$ we have $\sin\theta\ge\sin(\pi/8)$, and this part is at most

$$1.6\,\pi R_N\,e^{-R_Nx\sin(\pi/8)}\to0 .$$

On the two end pieces $\cos2\theta\ge1/\sqrt2$, so $u\ge B_N/\sqrt2-b$, which grows as $R_N^2$. There $|f|\le1/(e^u-1)$ is exponentially small, $|e^{ikx}|\le1$, and the arc length grows only as $R_N$. These pieces vanish too. ∎

For $k_BT/\mu=0.10$, $k_F=10\ \mathrm{nm^{-1}}$ and $x=0.3$ nm, the arc integral divided by $2\pi$ has modulus $5.4\times10^{-2}$, $3.1\times10^{-5}$ and $3.9\times10^{-10}\ \mathrm{nm^{-1}}$ for $N=4$, 40 and 160.

## Proof of (a) and (b)

The arc $R_N$ encloses the poles with $|k_n|<R_N$, which means $2n+1<2N$, or $n\le N-1$. The closed contour runs counterclockwise, so the residue theorem and Lemma 2 give, for $N\to\infty$,

$$\rho(x)=\frac{1}{2\pi}\,2\pi i\sum_{n=0}^\infty\left[-\frac{a}{k_n}e^{ik_nx}+\frac{a}{k_n^*}e^{-ik_n^*x}\right].$$

With $z_n=e^{ik_nx}/k_n$, the second term in the bracket is $+az_n^*$. Each pair of poles therefore contributes

$$-ia(z_n-z_n^*)=-ia\,(2i\,\mathrm{Im}\,z_n)=2a\,\mathrm{Im}\,z_n .$$

The series converges absolutely because $|z_n|=e^{-\kappa_nx}/|k_n|$ and $\kappa_n\sim\sqrt n$. This is (a).

For (b), the $n=0$ term is $2a\,\mathrm{Im}\,[e^{i(q_0x-\varphi_0)}]\,e^{-\kappa_0x}/|k_0|$, the stated leading term. For $x\ge x_0>0$ the rest is bounded by

$$2a\sum_{n\ge1}\frac{e^{-\kappa_nx}}{|k_n|}\le e^{-\kappa_1x}\;2a\sum_{n\ge1}\frac{e^{-(\kappa_n-\kappa_1)x_0}}{|k_n|},$$

and the last sum is a finite constant. At separations where the sine equals $\pm1$ the leading term has its full size, so no faster exponential bounds $|\rho|$. ∎

**Remark (meaning of the rate).** The function $f$ is analytic in the strip $|\mathrm{Im}\,k|<\kappa_0$, and the width of this strip sets the decay of its Fourier transform. With the Fermi velocity $v_F=\hbar k_F/m$, the low-temperature rate is $\kappa=\pi k_BT/(\hbar v_F)$. The quantity $k_BT/(\hbar v_F)$ is the width in $k$ over which the Fermi step is smeared. Long-range oscillations come from the sharpness of the step, and smearing it by $\delta k$ suppresses them beyond a distance of order $1/\delta k$. What counts is thus $x\,\delta k$, not $k_BT/\mu$, which is why a small thermal energy has a large effect at 40 nm.

## Proof of (c)

The binomial series gives

$$\sqrt{1+it}=1+\frac{it}{2}-\frac{(it)^2}{8}+\frac{(it)^3}{16}+\dots=1+\frac{it}{2}+\frac{t^2}{8}-\frac{it^3}{16}+\dots$$

The imaginary part contains odd powers of $t$ alone, so

$$\kappa_0=k_F\left(\frac t2-\frac{t^3}{16}+O(t^5)\right)=\frac{k_Ft}{2}\left(1-\frac{t^2}{8}+O(t^4)\right),$$

and $k_Ft/2=\kappa$. ∎

In the example $\hbar^2/m=0.0762\ \mathrm{eV\,nm^2}$, and

$$\kappa=\frac{\pi\times0.025852\ \mathrm{eV}}{0.0762\ \mathrm{eV\,nm^2}\times10\ \mathrm{nm^{-1}}}=0.1066\ \mathrm{nm^{-1}},\qquad \frac1\kappa=9.38\ \mathrm{nm}.$$

The rate can also be obtained without poles. The integral defining $\rho$ is summed directly over real $k$, and $|\rho|$ is compared at two peaks, near $\kappa x=7$ and $\kappa x=12$. This gives:

| $k_F$ (nm⁻¹) | $T$ (K) | rate from $\rho$ (nm⁻¹) | $\kappa$ (nm⁻¹) |
|---|---|---|---|
| 10 | 100 | 0.03553 | 0.03553 |
| 10 | 300 | 0.10658 | 0.10658 |
| 10 | 1000 | 0.35506 | 0.35528 |
| 5 | 300 | 0.21297 | 0.21317 |
| 5 | 1200 | 0.84086 | 0.85267 |

At fixed $k_F$ the rate is proportional to $T$, and at fixed $T$ halving $k_F$ doubles it, up to small corrections. The last row shows the correction clearly. Since $t\propto T/k_F^2$ and $t=0.0213$ in the 300 K example, here $t=16\times0.0213=0.341$. Then $1-t^2/8=0.985$, while the ratio of the two rates is 0.986.

## Proof of (d)

Fix $y=\kappa x$ and let $t\to0$, so that $x=y/\kappa$ and $k_Fx=2y/t$. With $s=2n+1$, the expansion used in (c), with $st$ in place of $t$, gives

$$k_nx=k_Fx+isy+\frac{s^2ty}{4}+O(t^2).$$

Since $2a/k_F=2\kappa/\pi$, the series (a) can be written

$$\frac{\rho}{\kappa}=\frac2\pi\sum_{n\ge0}\mathrm{Im}\left[\frac{k_F}{k_n}e^{ik_nx}\right].$$

For each $n$, the bracket differs from $e^{ik_Fx}e^{-sy}$ by an amount that tends to zero. To take the limit inside the sum, a bound independent of $t$ is needed. Using $\sqrt{1+z}-1=z/(\sqrt{1+z}+1)$ in the formula for $\kappa_n$,

$$\frac{\kappa_n}{\kappa}=\frac{\sqrt2\,s}{\sqrt{\sqrt{1+s^2t^2}+1}}\ge\frac{\sqrt2\,s}{\sqrt{s+2}}\ge\sqrt{\frac{2s}{3}}\qquad(t\le1),$$

where $\sqrt{1+s^2}\le s+1$ and $s+2\le3s$ were used. As $|k_n|\ge k_F$, every term is at most $e^{-y\sqrt{2s/3}}$, which is summable. The limit may therefore be taken term by term, and the geometric series is

$$\sum_{n\ge0}e^{-(2n+1)y}=\frac{e^{-y}}{1-e^{-2y}}=\frac{1}{2\sinh y}.$$

Multiplying by $(2/\pi)\sin k_Fx$ gives (d). ∎

The result is the low-temperature form

$$\rho(x)\approx\frac{\kappa\,\sin k_Fx}{\pi\sinh\kappa x}.$$

**Remark (two regimes).** For $\kappa x\gg1$, $\sinh\kappa x\approx e^{\kappa x}/2$ and $\rho\approx(2\kappa/\pi)\sin(k_Fx)\,e^{-\kappa x}$. For $\kappa x\ll1$, $\sinh\kappa x\approx\kappa x$ and $\rho\approx\sin(k_Fx)/(\pi x)$. The latter is the zero-temperature result, as direct integration over the filled states shows:

$$\int_{-k_F}^{k_F}\frac{dk}{2\pi}e^{ikx}=\frac{e^{ik_Fx}-e^{-ik_Fx}}{2\pi ix}=\frac{\sin k_Fx}{\pi x}.$$

At $T=0$ the step in $f$ is sharp and the decay is algebraic. At any $T>0$ it becomes exponential, but only beyond a distance of about $1/\kappa$.

**Remark (accuracy).** The leading error of the low-temperature form comes from phases. The $n$th term has the extra phase $s^2ty/4$ found above, and the factor $1/k_n$ adds $-st/2$. To first order in $t$, the error relative to the envelope $\kappa/(\pi\sinh y)$ is

$$t\cos(k_Fx)\;2\sinh y\sum_{n\ge0}\left(\frac{s^2y}{4}-\frac s2\right)e^{-sy}.$$

For large $y$ the $n=0$ term dominates and the amplitude is $t(y/4-1/2)$. At $y=5$ in the example this is $0.0213\times0.75=0.016$. The largest error found at 400 separations between $\kappa x=0.05$ and 5 is also 0.016 of the envelope. The form thus needs $\kappa x\,t\ll4$ as well as $t\ll1$. At greater distances its oscillation drifts out of phase, whereas statement (b) remains valid.

## Reading the example

The values of $\rho$ at 300 K, in units of $10^{-3}\ \mathrm{nm^{-1}}$, are:

| $x$ (nm) | full $\rho$ | first pole pair | sin/sinh form | $T=0$ |
|---|---|---|---|---|
| 5 | −15.99 | −10.75 | −15.94 | −16.70 |
| 10 | −13.45 | −11.93 | −13.43 | −16.12 |
| 20 | −7.12 | −7.03 | −7.13 | −13.90 |
| 40 | −0.819 | −0.819 | −0.813 | −6.77 |

The full values from the integral and from the pole series agree to all six printed digits in the numerical output.

The low-temperature form explains the opening numbers. Its ratio to the zero-temperature value is $\kappa x/\sinh\kappa x$. At 40 nm, $\kappa x=4.26$ and the ratio is $4.26/35.5=0.120$, a reduction by 8.3. At 5 nm, $\kappa x=0.533$ and the ratio is 0.954, close to the actual 0.957.

The first pole pair alone is poor at 5 nm, where it misses a third of the value, because 5 nm is less than one decay length and several pole pairs contribute. At 20 nm it misses 1.4 per cent. This matches the expected relative size of the next term, $e^{-2\kappa x}=e^{-4.26}=0.014$.

## Fixed density

If the density is held fixed instead, $\mu$ varies with temperature. Let $n_e=k_D/\pi$ be the density per spin, $E_F=\hbar^2k_D^2/2m$ and $\tau=k_BT/E_F$. With $K(E)=\sqrt{2mE}/\hbar$, integration by parts gives

$$n_e=\frac1\pi\int_0^\infty f\,dk=\frac1\pi\int_0^\infty K(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

The weight $-\partial f/\partial E$ is a narrow even peak about $\mu$ with unit area, up to exponentially small terms. Its second moment is $(k_BT)^2$ times

$$\int_{-\infty}^{\infty}\frac{u^2e^u\,du}{(e^u+1)^2}=4\int_0^\infty\frac{u\,du}{e^u+1}=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

Expanding $K$ about $\mu$, with $K''(\mu)=-k_F/(4\mu^2)$, yields

$$k_D=k_F\left[1-\frac{\pi^2}{24}\tau^2+O(\tau^4)\right],\qquad \mu=E_F\left[1+\frac{\pi^2}{12}\tau^2+O(\tau^4)\right].$$

Here $k_F$ still denotes $\sqrt{2m\mu}/\hbar$. Inserting $k_F=k_D(1+\pi^2\tau^2/24)$ and $t^2/8=\pi^2\tau^2/8$ into (c),

$$\kappa_0=\frac{\pi mk_BT}{\hbar^2k_D}\left[1-\frac{\pi^2}{6}\tau^2+O(\tau^4)\right].$$

The leading law is unchanged. For $\tau=0.02$ the bracket is 0.99934, and a numerical solution for $\mu$ at fixed density gives the same five digits.

## Where the linear law fails

The proofs of (a) and (b) also work for $\mu\le0$ if the poles are written as $k_n^2=(2m/\hbar^2)[\mu+i(2n+1)\pi k_BT]$, the arc radii as $R_N^2=(2m/\hbar^2)\sqrt{\mu^2+(2\pi Nk_BT)^2}$, and $2b+1$ in Lemma 2 is replaced by $2|b|+1$. At $\mu=0$, $\sqrt i=(1+i)/\sqrt2$ gives $\kappa_0=\sqrt{\pi mk_BT}/\hbar$, proportional to $\sqrt T$. For $\mu<0$ and $|\mu|\gg k_BT$, $\kappa_0\approx\sqrt{2m|\mu|}/\hbar$, which at fixed $\mu$ hardly depends on temperature. This rate describes only the far tail. For $x$ well below $\hbar\sqrt{2m|\mu|}/(mk_BT)$ the density matrix follows the Gaussian $e^{-mk_BTx^2/2\hbar^2}$ of a classical gas, whose width does depend on temperature. The linear law therefore requires a degenerate gas, $\pi k_BT\ll\mu$.

The example uses round model parameters and describes no particular material. Interactions, disorder and a lattice potential are absent, and the rates given here are those of the free-electron model.

## Values computed for the example and the checks

```
hbar^2/m = 0.076200 eV nm^2
kF = 10.0 1/nm, T = 300 K, kB T = 0.025852 eV
mu = 3.80998 eV, t = pi kB T/mu = 0.021317
pole k0 = 10.000568 + 0.106578 i 1/nm
pole k1 = 10.005106 + 0.319588 i 1/nm
low-T rate kappa = 0.106584 1/nm
decay length 1/kappa = 9.3823 nm
residue at k0 = -3.392089e-02 + (3.615006e-04) i 1/nm
arc test: kB T/mu = 0.10, x = 0.3 nm
  N =   4: max|f| = 1.000, |arc|/(2 pi) = 5.39e-02 1/nm
  N =  40: max|f| = 1.000, |arc|/(2 pi) = 3.11e-05 1/nm
  N = 160: max|f| = 1.000, |arc|/(2 pi) = 3.94e-10 1/nm
rho in 1/nm: x(nm), definition, poles, first pole, sin/sinh, T=0
     5 -1.59854e-02 -1.59854e-02 -1.07476e-02 -1.59381e-02 -1.67033e-02
    10 -1.34480e-02 -1.34480e-02 -1.19340e-02 -1.34275e-02 -1.61181e-02
    20 -7.12360e-03 -7.12360e-03 -7.02735e-03 -7.13041e-03 -1.38990e-02
    40 -8.18935e-04 -8.18935e-04 -8.18758e-04 -8.12823e-04 -6.77140e-03
largest sin/sinh error for kappa x = 0.05 to 5: 0.01575 of envelope
rates in 1/nm: kF(1/nm), T(K), measured, Im k0, kappa, measured/kappa
   10   100 0.035528 0.035528 0.035528 0.999994
   10   300 0.106578 0.106578 0.106584 0.999943
   10  1000 0.355056 0.355056 0.355279 0.999370
    5   300 0.212974 0.212974 0.213168 0.999094
    5  1200 0.840862 0.840862 0.852670 0.986151
fixed density, kB T/EF = 0.02: mu/EF = 1.0003294, rate/kappa = 0.9993431
  second-order prediction: mu/EF = 1.0003290, rate/kappa = 0.9993420
```
